# Crossed Andreev reflection and elastic cotunnelling in a three-terminal splitter: verification in Python

```python
"""Three-terminal splitter: superconductor S, levels L and R, normal leads L and R.
Result under test (current positive from lead into device, S and lead R grounded):
    dI_R/dV_L = (2e^2/h) [T_CAR(E) - T_ECT(E)],  E = -e V_L,
with T_X = gamma_L gamma_R |N_X|^2 / |D|^2 and closed forms for N_X and D.
T_ECT: electron from L leaves in R as electron; T_CAR: it leaves in R as hole.
eps: level energies; pair: local pairing; gamma: widths due to normal leads;
t, kappa: normal and pairing coupling of the two levels through S.
Nambu order: L electron, L hole, R electron, R hole. Energies in micro-eV.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import e as q_e, h as planck, hbar

TZ = np.diag([1.0, -1.0])
TX = np.array([[0.0, 1.0], [1.0, 0.0]])
ID = np.eye(2)


def hamiltonian(eps, pair, t, kappa):
    W = t * TZ + kappa * TX
    return np.block([[eps[0] * TZ + pair[0] * TX, W],
                     [W, eps[1] * TZ + pair[1] * TX]])


def green(E, eps, pair, gamma, t, kappa):
    width = np.diag(np.repeat(gamma, 2))
    return np.linalg.inv(E * np.eye(4) + 0.5j * width
                         - hamiltonian(eps, pair, t, kappa))


def closed_parts(E, eps, pair, gamma, t, kappa):
    zL, zR = E + 0.5j * gamma[0], E + 0.5j * gamma[1]
    eL, eR = eps
    dL, dR = pair
    w2 = t**2 + kappa**2
    n_ect = (t * ((zR + eR) * (zL + eL) - dL * dR - w2)
             + kappa * (dL * (zR + eR) + dR * (zL + eL)))
    n_car = (kappa * ((zR - eR) * (zL + eL) + dL * dR - w2)
             + t * (dR * (zL + eL) - dL * (zR - eR)))
    pL, pR = zL**2 - eL**2 - dL**2, zR**2 - eR**2 - dR**2
    det = (pL * pR - 2 * w2 * zL * zR
           - 4 * (kappa * dL + t * eL) * (kappa * dR + t * eR)
           + 2 * w2 * (dL * dR + eL * eR) + w2**2)
    return n_ect, n_car, det


def closed_probabilities(E, eps, pair, gamma, t, kappa):
    n_ect, n_car, det = closed_parts(E, eps, pair, gamma, t, kappa)
    pref = gamma[0] * gamma[1] / abs(det)**2
    return pref * abs(n_ect)**2, pref * abs(n_car)**2


def local_andreev(E, eps, pair, gamma, t, kappa):
    return gamma[0]**2 * abs(green(E, eps, pair, gamma, t, kappa)[1, 0])**2


# ---- closed forms against direct matrix inversion, and unitarity ----
rng = np.random.default_rng(4)
for _ in range(40):
    eps, pair = rng.normal(size=2), rng.normal(size=2)
    gamma = rng.uniform(0.2, 2.0, 2)
    t, kappa, E = rng.normal(size=3)
    args = (E, eps, pair, gamma, t, kappa)
    G = green(*args)
    ect, car = closed_probabilities(*args)
    assert np.isclose(ect, gamma[0] * gamma[1] * abs(G[2, 0])**2, rtol=1e-8)
    assert np.isclose(car, gamma[0] * gamma[1] * abs(G[3, 0])**2, rtol=1e-8)
    assert np.isclose(closed_parts(*args)[2], 1 / np.linalg.det(G), rtol=1e-8)
    AR = (E + 0.5j * gamma[1]) * ID - eps[1] * TZ - pair[1] * TX
    W = t * TZ + kappa * TX
    assert np.allclose(np.linalg.solve(W, AR @ G[2:, :2]), G[:2, :2])
    reflect = abs(1 - 1j * gamma[0] * G[0, 0])**2
    assert np.isclose(reflect + local_andreev(*args) + ect + car, 1.0)
    # particle-hole symmetry joins the two halves of the current
    Gm = green(-E, eps, pair, gamma, t, kappa)
    assert np.isclose(abs(Gm[3, 1]), abs(G[2, 0]))
    assert np.isclose(abs(Gm[2, 1]), abs(G[3, 0]))

# ---- parameters of the worked example ----
gap, fermi, kfr = 1000.0, 50000.0, 8.5
Gam = 20.0
gamma = np.array([2.5, 2.5])
eps0 = 20.0
r_over_xi = kfr * gap / (2 * fermi)
pair = np.array([Gam / 2, Gam / 2])
kappa = 0.5 * Gam * np.exp(-r_over_xi) * np.sin(kfr) / kfr
t = -0.5 * Gam * np.exp(-r_over_xi) * np.cos(kfr) / kfr
E0 = np.hypot(eps0, pair[0])

# ---- propagator of S by quadrature over a quadratic band (k_F = E_F = 1) ----
gap_u = gap / fermi
for energy_fraction in (0.0, 0.6):
    Om = gap_u * np.sqrt(1 - energy_fraction**2)

    def even_part(k):
        return k / ((k * k - 1)**2 + Om**2)

    def odd_part(k):
        return k * (k * k - 1) / ((k * k - 1)**2 + Om**2)

    def radial(func):
        total = 0.0
        for a, b in ((0, 0.9), (0.9, 1.0), (1.0, 1.1), (1.1, 3.0)):
            total += quad(lambda k: func(k) * np.sin(k * kfr), a, b,
                          limit=300)[0]
        total += quad(func, 3.0, np.inf, weight='sin', wvar=kfr)[0]
        return -2 * total / (np.pi * kfr)

    decay = np.exp(-Om * kfr / 2) / kfr
    # tolerance: linearising the band costs relative order gap/E_F
    assert abs(Om * radial(even_part) + decay * np.sin(kfr)) < 0.01 * decay
    assert abs(radial(odd_part) + decay * np.cos(kfr)) < 0.01 * decay
    local = sum(quad(lambda k: k * even_part(k), a, b, limit=300)[0]
                for a, b in ((0, 0.9), (0.9, 1.0), (1.0, 1.1), (1.1, np.inf)))
    assert abs(2 * Om * local / np.pi - 1) < 0.01


# ---- large-gap limit against the energy-dependent self-energy ----
def green_finite_gap(E, eps, gap_value):
    Om = np.sqrt(gap_value**2 - E**2)
    pairing = (E * ID - gap_value * TX) / Om
    loc = -0.5 * Gam * pairing
    non = (-0.5 * Gam * np.exp(-r_over_xi * Om / gap_value) / kfr
           * (np.sin(kfr) * pairing + np.cos(kfr) * TZ))
    sigma = np.block([[loc, non], [non, loc]])
    bare = np.diag([eps[0], -eps[0], eps[1], -eps[1]])
    width = np.diag(np.repeat(gamma, 2))
    return np.linalg.inv(E * np.eye(4) + 0.5j * width - bare - sigma)


eps_car, eps_ect = np.array([eps0, -eps0]), np.array([eps0, eps0])
for eps in (eps_car, eps_ect):
    ref = green(E0, eps, pair, gamma, t, kappa)
    err = [np.linalg.norm(green_finite_gap(E0, eps, g) - ref)
           for g in (1e4, 1e5)]
    assert 8.5 < err[0] / err[1] < 11.5     # error falls as 1/gap


# ---- weak-coupling resonance picture ----
def resonance_estimate(eps, gam, t, kappa):
    Le, Re = (1 + eps[0] / E0) / 2, (1 + eps[1] / E0) / 2
    left = np.array([np.sqrt(Le), np.sqrt(1 - Le)])
    right = np.array([np.sqrt(Re), np.sqrt(1 - Re)])
    lam = right @ (t * TZ + kappa * TX) @ left
    peak = gam**2 * lam**2 / (gam**2 / 4 + lam**2)**2
    return lam, peak * Le * Re, peak * Le * (1 - Re)


for eps in (eps_car, eps_ect):
    s = 1e-3
    exact = closed_probabilities(E0, eps, pair, s * gamma, s * t, s * kappa)
    lam, est_e, est_c = resonance_estimate(eps, s * gamma[0], s * t, s * kappa)
    assert np.allclose(exact, (est_e, est_c), rtol=0.01)
    ratio = (E0 - eps[1]) / (E0 + eps[1])
    assert np.isclose(exact[1] / exact[0], ratio, rtol=0.01)
lam_car = resonance_estimate(eps_car, gamma[0], t, kappa)[0]
lam_ect = resonance_estimate(eps_ect, gamma[0], t, kappa)[0]
assert np.isclose(lam_car, kappa)
assert np.isclose(lam_ect, (t * eps0 + kappa * pair[0]) / E0)

# ---- currents from time evolution with finite leads (hbar = 1) ----
n_lead, half_band, kT, mu = 360, 120.0, 1.0, 45.0
spacing = 2 * half_band / n_lead
levels = -half_band + spacing * (np.arange(n_lead) + 0.5)
time1, time2 = 5.5, 8.5     # after transients, before reflection


def fermi_f(x):
    return 0.5 * (1 - np.tanh(x / (2 * kT)))


def evolved_currents(eps):
    """Electron numbers per time leaving leads L and R, caused by mu_L = mu."""
    size = 4 + 4 * n_lead
    H = np.zeros((size, size))
    H[:4, :4] = hamiltonian(eps, pair, t, kappa)
    blocks = []
    for c in range(4):
        sign = 1 if c % 2 == 0 else -1
        idx = 4 + c * n_lead + np.arange(n_lead)
        blocks.append(idx)
        H[idx, idx] = sign * levels
        v = sign * np.sqrt(gamma[c // 2] * spacing / (2 * np.pi))
        H[idx, c] = v
        H[c, idx] = v
    # only the bias-induced change of initial occupations is propagated
    change = np.zeros(size)
    change[blocks[0]] = fermi_f(levels - mu) - fermi_f(levels)
    change[blocks[1]] = fermi_f(-levels + mu) - fermi_f(-levels)
    energy, vec = np.linalg.eigh(H)
    numbers = []
    for time in (time1, time2):
        re = (vec * np.cos(energy * time)) @ vec.T
        im = (vec * np.sin(energy * time)) @ vec.T
        occ = (re**2 + im**2) @ change
        numbers.append([occ[blocks[0]].sum() - occ[blocks[1]].sum(),
                        occ[blocks[2]].sum() - occ[blocks[3]].sum()])
    return (np.array(numbers[0]) - np.array(numbers[1])) / (time2 - time1)


def scattering_currents(eps):
    dE = 0.05
    grid = np.arange(-30, 80, dE)
    total = np.zeros(2)
    for E in grid:
        ect, car = closed_probabilities(E, eps, pair, gamma, t, kappa)
        ra = local_andreev(E, eps, pair, gamma, t, kappa)
        window = fermi_f(E - mu) - fermi_f(E)
        total += window * np.array([2 * ra + ect + car, car - ect])
    return 2 * total * dE / (2 * np.pi)


per_ns = 1e-6 * q_e / hbar * 1e-9
current_rows = []
for eps in (eps_car, eps_ect):
    evolved, scattered = evolved_currents(eps), scattering_currents(eps)
    # tolerance: finite band width and finite observation time
    assert np.allclose(evolved, scattered, rtol=0.04), (evolved, scattered)
    current_rows.append((evolved * per_ns, scattered * per_ns))
assert current_rows[0][0][1] > 0 > current_rows[1][0][1]

# ---- worked example ----
G0 = 2 * q_e**2 / planck * 1e6
print(f"gap {gap:.0f} ueV, Fermi energy {fermi/1000:.0f} meV, k_F r {kfr}")
print(f"Gamma_L = Gamma_R {Gam:.1f} ueV, gamma_L = gamma_R {gamma[0]:.1f} ueV")
print(f"r/xi {r_over_xi:.4f}, local pairing {pair[0]:.2f} ueV")
print(f"kappa {kappa:.4f} ueV, t {t:.4f} ueV")
print(f"resonance energy E0 {E0:.4f} ueV, V_L {-E0:.4f} uV")
print(f"2e^2/h {G0:.4f} uS")
for name, eps in (("mirrored", eps_car), ("aligned", eps_ect)):
    args = (E0, eps, pair, gamma, t, kappa)
    ne, nc, det = closed_parts(*args)
    ect, car = closed_probabilities(*args)
    ra = local_andreev(*args)
    lam, est_e, est_c = resonance_estimate(eps, gamma[0], t, kappa)
    print(f"{name}: eps_L {eps[0]:.1f}, eps_R {eps[1]:.1f} ueV")
    print(f"  N_ECT {ne:.3f} ueV^3, N_CAR {nc:.3f} ueV^3")
    print(f"  D {det:.2f} ueV^4")
    print(f"  T_ECT {ect:.5f}, T_CAR {car:.5f}, R_A {ra:.5f}")
    print(f"  G_RL {2*(car-ect):.5f} e^2/h = {G0*(car-ect):.3f} uS")
    print(f"  G_LL {2*(2*ra+ect+car):.5f} e^2/h")
    print(f"  current into S / V_L {4*(ra+car):.5f} e^2/h (differential)")
    print(f"  effective coupling {lam:.4f} ueV")
    print(f"  one-resonance estimate T_ECT {est_e:.5f}, T_CAR {est_c:.5f}")
    Gf = green_finite_gap(E0, eps, gap)
    fe, fc = gamma[0] * gamma[1] * abs(Gf[2:, 0])**2
    print(f"  finite gap, same E: T_ECT {fe:.5f}, T_CAR {fc:.5f}")
print(f"weak-coupling T_CAR/T_ECT: mirrored {(E0+eps0)/(E0-eps0):.4f}, "
      f"aligned {(E0-eps0)/(E0+eps0):.5f}")


def imbalance(eR):
    ect, car = closed_probabilities(E0, (eps0, eR), pair, gamma, t, kappa)
    return car - ect


e_zero = brentq(imbalance, -eps0, eps0)
ect, car = closed_probabilities(E0, (eps0, e_zero), pair, gamma, t, kappa)
assert car > 1e-5 and np.isclose(ect, car, rtol=1e-6)
print(f"G_RL = 0 at eps_R {e_zero:.4f} ueV, T_ECT = T_CAR = {car:.5f}")
ect, car = closed_probabilities(E0, eps_ect, pair, gamma, t, 0.0)
assert car > 1e-3
print(f"aligned, kappa = 0: T_ECT {ect:.5f}, T_CAR {car:.5f}")
print(f"time evolution: mu_L {mu:.0f} ueV, kT {kT:.0f} ueV, "
      f"{n_lead} levels per lead and spin")
for name, (ev, sc) in zip(("mirrored", "aligned"), current_rows):
    print(f"  {name}: electrons leaving lead R {ev[1]:.4f} /ns, "
          f"scattering {sc[1]:.4f} /ns")
    print(f"  {name}: electrons leaving lead L {ev[0]:.4f} /ns, "
          f"scattering {sc[0]:.4f} /ns")
print("every check passed")
```

Running it gives:

```
gap 1000 ueV, Fermi energy 50 meV, k_F r 8.5
Gamma_L = Gamma_R 20.0 ueV, gamma_L = gamma_R 2.5 ueV
r/xi 0.0850, local pairing 10.00 ueV
kappa 0.8628 ueV, t 0.6505 ueV
resonance energy E0 22.3607 ueV, V_L -22.3607 uV
2e^2/h 77.4809 uS
mirrored: eps_L 20.0, eps_R -20.0 ueV
  N_ECT 384.101+57.937j ueV^3, N_CAR 1632.246+91.377j ueV^3
  D -4606.56-305.25j ueV^4
  T_ECT 0.04425, T_CAR 0.78371, R_A 0.09199
  G_RL 1.47892 e^2/h = 57.294 uS
  G_LL 2.02389 e^2/h
  current into S / V_L 3.50281 e^2/h (differential)
  effective coupling 0.8628 ueV
  one-resonance estimate T_ECT 0.04371, T_CAR 0.78442
  finite gap, same E: T_ECT 0.04470, T_CAR 0.76696
aligned: eps_L 20.0, eps_R 20.0 ueV
  N_ECT 1831.525+90.464j ueV^3, N_CAR 430.428+48.235j ueV^3
  D -4990.56-305.25j ueV^4
  T_ECT 0.84070, T_CAR 0.04690, R_A 0.07815
  G_RL -1.58761 e^2/h = -61.505 uS
  G_LL 2.08782 e^2/h
  current into S / V_L 0.50022 e^2/h (differential)
  effective coupling 0.9677 ueV
  one-resonance estimate T_ECT 0.84092, T_CAR 0.04686
  finite gap, same E: T_ECT 0.82122, T_CAR 0.04688
weak-coupling T_CAR/T_ECT: mirrored 17.9443, aligned 0.05573
G_RL = 0 at eps_R -1.1569 ueV, T_ECT = T_CAR = 0.01392
aligned, kappa = 0: T_ECT 0.52543, T_CAR 0.02924
time evolution: mu_L 45 ueV, kT 1 ueV, 360 levels per lead and spin
  mirrored: electrons leaving lead R 1.0433 /ns, scattering 1.0361 /ns
  mirrored: electrons leaving lead L 1.8075 /ns, scattering 1.7952 /ns
  aligned: electrons leaving lead R -1.2139 /ns, scattering -1.2055 /ns
  aligned: electrons leaving lead L 1.9713 /ns, scattering 1.9578 /ns
every check passed
```
